# The Classical Carrier-Capture Barrier of Two Equal-Frequency Displaced Parabolas, part 2

A negative acceptor captures a free hole without emitting light, and the surrounding lattice relaxes. The question is how the classical barrier to this capture enters the capture rate and its temperature dependence.

The lattice is described by one mass-weighted coordinate $Q$, in amu$^{1/2}$ Å, with kinetic energy $\tfrac12\dot Q^2$. The initial curve, with the carrier free and at rest at its band edge, and the final curve, with the carrier captured, are

$$E_i(Q)=\Delta E+\tfrac12\omega^2Q^2$$

$$E_f(Q)=\tfrac12\omega^2(Q-\Delta Q)^2$$

Both have the same angular frequency $\omega$; this is the equal-frequency assumption. The zero of energy is the minimum of the final curve, and $\Delta Q>0$ is the displacement between the minima. The transition energy $\Delta E$ is the energy between the two minima, here the height of the acceptor level above the valence band. The relaxation energy is $E_R=\tfrac12\omega^2\Delta Q^2$. The gap between the curves is

$$g(Q)=E_i-E_f=\Delta E-E_R+\omega^2\Delta Q\,Q .$$

The curves cross where $g=0$, at a height above the initial minimum of

$$E_b=\frac{(\Delta E-E_R)^2}{4E_R}.$$

This is the classical barrier. For $\Delta E>E_R$ a deeper level raises it.

At temperature $T$, with $k_B$ the Boltzmann constant and $\beta=1/(k_BT)$, a classical lattice gives $g$ a Gaussian distribution with mean $\Delta E-E_R$ and variance $2E_Rk_BT$. Its probability density at $g=0$ is

$$G_{\rm cl}=\frac{e^{-E_b/k_BT}}{\sqrt{4\pi E_Rk_BT}} .$$

The example has $\Delta E=1.0$ eV, $E_R=0.5$ eV and $\hbar\omega=40$ meV, which give $\Delta Q=1.62$ amu$^{1/2}$ Å and $E_b=0.125$ eV. At 300 K, $k_BT=25.85$ meV and $G_{\rm cl}=0.020$ eV$^{-1}$; at 1300 K, $k_BT=112$ meV and $G_{\rm cl}=0.39$ eV$^{-1}$. All model parameters are kept fixed between these temperatures.

### How the rate contains this probability

A free carrier is spread over the crystal, so its coupling $V$ to one defect is weak. To lowest order in $V$, and with $V$ taken as independent of $Q$, the golden rule gives the rate

$$W=\frac{2\pi}{\hbar}|V|^2G,\qquad
G=\sum_{m,n}w_m|\langle m|n'\rangle|^2\,\delta(\mathcal E_m-\mathcal E'_n).$$

Here $|m\rangle$ and $|n'\rangle$ are vibrational states on the initial and final curves, $\mathcal E_m$ and $\mathcal E'_n$ are their total energies, and $w_m$ is the thermal weight of the initial state.

To find the classical limit, write the delta function as a time integral. Let $H_i$ and $H_f$ be the vibrational Hamiltonians, including the energies of the curves. Then

$$G=\int_{-\infty}^{\infty}\frac{dt}{2\pi\hbar}
\left\langle e^{iH_it/\hbar}e^{-iH_ft/\hbar}\right\rangle ,$$

where the brackets denote the thermal average over initial states. Both Hamiltonians have the same kinetic energy. If its failure to commute with $Q$ is neglected, the exponentials combine into $e^{ig(Q)t/\hbar}$, and the time integral gives $\delta(g)$. If the thermal distribution of $Q$ is classical as well, $G$ becomes $G_{\rm cl}$.

The classical exponential therefore rests on two approximations about the lattice. Both improve when $\hbar\omega$ becomes small beside $k_BT$ at fixed $\Delta E$ and $E_R$. At 300 K the example has $\hbar\omega/k_BT=40/25.85=1.5$, so corrections must be expected.

### The same model with quantum vibrations

Let $a$ and $a^\dagger$ lower and raise the vibrational state on the initial curve. Then $Q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$. Define the Huang–Rhys factor $S=E_R/\hbar\omega=12.5$, the relaxation energy in units of the quantum. In the final Hamiltonian the linear term is $-\omega^2\Delta Q\,Q$. Since $S=\omega\Delta Q^2/2\hbar$, its coefficient is

$$\omega^2\Delta Q\sqrt{\frac{\hbar}{2\omega}}=\hbar\omega\sqrt S .$$

It follows that

$$\frac{H_f}{\hbar\omega}=a^\dagger a+\tfrac12-\sqrt S\,(a+a^\dagger)+S .$$

In the basis of initial states this is a matrix with entries on the diagonal and next to it. Its eigenvectors give the overlaps $\langle m|n'\rangle$. They were found by numerical diagonalization with 500 basis states.

Energy conservation requires $\Delta E+m\hbar\omega=n\hbar\omega$, because the zero-point energies are equal. Hence $n=m+p$, with $p=\Delta E/\hbar\omega=25$. A single undamped mode would make the rate a row of infinitely sharp spikes. In a crystal the modes have a spread of frequencies, so the spikes are replaced here by their average density, one final state per $\hbar\omega$:

$$G=\frac1{\hbar\omega}\sum_mw_m|\langle m|(m+p)'\rangle|^2,\qquad
w_m=(1-e^{-\beta\hbar\omega})e^{-m\beta\hbar\omega}.$$

At 300 K this $G$ is 2.7 times the classical value. At 1300 K the two agree to about one part in a thousand. Such close agreement at one temperature does not mean that the slopes agree equally well.

### The apparent barrier

To compare slopes, remove the classical factor $T^{-1/2}$ and define

$$E_{\rm app}=-\frac{d}{d\beta}\ln\left(G\sqrt T\right).$$

For $G_{\rm cl}$ this is $E_b$ at every temperature. For the quantum sum, numerical differentiation gives 0.122 eV at 1300 K and 0.059 eV at 300 K. At room temperature the apparent barrier is less than half the height of the crossing, though neither curve has changed.

The slope has a direct meaning. Write $o_m$ for the squared overlap in the sum. Then

$$G=\frac1{\hbar\omega}\,\frac{\sum_m e^{-m\beta\hbar\omega}o_m}{\sum_m e^{-m\beta\hbar\omega}},$$

and differentiation of the logarithm gives

$$-\frac{d\ln G}{d\beta}=\langle m\hbar\omega\rangle_{\rm capture}-\langle m\hbar\omega\rangle_{\rm thermal}.$$

The first average weights each state by its share in the capture rate. The second is the ordinary thermal average. Since $G=(G\sqrt T)\,T^{-1/2}$ and $T^{-1/2}\propto\beta^{1/2}$, the left side equals $E_{\rm app}-k_BT/2$. At 300 K this is $58.5-12.9=45.6$ meV. The thermal average is $40/(e^{1.547}-1)=10.8$ meV. The capturing oscillators thus have a mean excitation of about 56 meV. With the zero-point energy of 20 meV, their mean energy is about 76 meV above the minimum of the initial curve, well below the crossing at 125 meV. The states $m=0$, 1 and 2, whose energies lie below the crossing, supply 83% of the capture rate. Classical motion at those energies would not reach the crossing. The quantum overlaps allow capture all the same, which is called tunnelling of the lattice.

### Capture at zero temperature

At zero temperature the initial oscillator is in its ground state. The overlap can then be found by hand. Define $b=a-\sqrt S$. Multiplying out $b^\dagger b$ shows that $H_f=\hbar\omega(b^\dagger b+\tfrac12)$, so $b$ lowers the final states. Since $a|0\rangle=0$, we have $b|0\rangle=-\sqrt S\,|0\rangle$. Expand $|0\rangle=\sum_nc_n|n'\rangle$. Comparing coefficients gives

$$\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n .$$

Repeated use gives $|c_n|^2=|c_0|^2S^n/n!$. The probabilities must sum to one, so $|c_0|^2=e^{-S}$ and

$$|\langle0|p'\rangle|^2=e^{-S}\frac{S^p}{p!}.$$

For $S=12.5$ and $p=25$ this is $6.4\times10^{-4}$, and division by 0.040 eV gives $G=0.016$ eV$^{-1}$. That is 0.30 of the quantum value at 300 K. The classical expression instead goes to zero on cooling, because $E_b>0$. A lattice factor $G$ that levels off at low temperature is therefore compatible with a finite crossing energy. The attraction between carrier and defect, treated below, adds a temperature dependence of its own.

### Recovering the classical limit

The effect of the quantum can be isolated by reducing $\hbar\omega$ while $\Delta E$, $E_R$ and $T=300$ K stay fixed. Both $S$ and $p$ then grow in inverse proportion to $\hbar\omega$. Diagonalization with 500 states for the 20 meV quantum, 800 for 10 meV and 1300 for 5 meV gives the following ratios.

| $\hbar\omega$ (meV) | $\ln(G/G_{\rm cl})$ |
|---|---|
| 40 | 1.00 |
| 20 | 0.349 |
| 10 | 0.098 |
| 5 | 0.025 |

The last two halvings reduce the logarithm by factors of 3.6 and 3.9. These approach 4, as expected of a leading correction proportional to $(\hbar\omega)^2$. That power is read from the numbers and is not derived here. The sequence shows the classical formula emerging as a limit. It also shows that a quantum of 40 meV at room temperature is still far from that limit for this steep part of the gap distribution.

### Attraction between carrier and defect

A hole approaching a negative acceptor is attracted, which raises its density at the defect. For an effective mass $m_h$ and relative permittivity $\epsilon_r$, define the Bohr radius $a_h=4\pi\epsilon_0\epsilon_r\hbar^2/(m_he^2)$ and the effective Rydberg $R_h=\hbar^2/(2m_ha_h^2)$. With wavenumber $k$, $\rho=kr$ and $\eta=1/(ka_h)$, the radial equation of an s wave is

$$u''+\left(1+\frac{2\eta}{\rho}\right)u=0 .$$

The kinetic energy far away is $E=\hbar^2k^2/2m_h$, so $\eta^2=R_h/E$. Put $u=\rho v$ and try $v=\int_{-1}^{1}e^{i\rho s}f(s)\,ds$. The equation for $v$ is $\rho v''+2v'+(\rho+2\eta)v=0$. Integration by parts turns it into $(1-s^2)f'=2i\eta f$, with solution

$$f=\left(\frac{1+s}{1-s}\right)^{i\eta},$$

and the boundary terms vanish. At the origin, the substitution $s=\tanh z$ gives

$$v(0)=\int_{-\infty}^{\infty}\frac{e^{2i\eta z}}{\cosh^2z}\,dz=\frac{2\pi\eta}{\sinh\pi\eta}.$$

At large $\rho$ the two ends of the $s$ integral dominate. Near $s=1$, set $s=1-t$. The integral $\int_0^\infty e^{-i\rho t}t^{-i\eta}dt$ has modulus $e^{-\pi\eta/2}|\Gamma(1-i\eta)|/\rho$. The other end gives the complex conjugate. Thus $u$ oscillates with amplitude $A=2e^{-\pi\eta/2}|\Gamma(1-i\eta)|$, where $|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$. A free wave $u=\sin\rho$ has unit slope at the origin and unit amplitude. The density at the defect is therefore enhanced by

$$s(\eta)=\frac{v(0)^2}{A^2}=\frac{\pi\eta\,e^{\pi\eta}}{\sinh\pi\eta}
=\frac{2\pi\eta}{1-e^{-2\pi\eta}}.$$

Take a hole mass of one electron mass and $\epsilon_r=10$, both rough. Then $R_h=136$ meV. Most thermal holes at 300 K have $\eta$ well above zero, and $s\approx2\pi\eta$. Averaging $E^{-1/2}$ over the Maxwell distribution gives $2/\sqrt{\pi k_BT}$, and hence

$$\langle s\rangle\approx4\sqrt{\frac{\pi R_h}{k_BT}}=16 .$$

Numerical integration of the full expression gives the same value. The attraction multiplies the rate by 16 and, through its factor $T^{-1/2}$, lowers the apparent barrier by $k_BT/2=13$ meV. This is the enhancement at a single point. The Bohr radius is only 5.3 Å, so the size of the defect matters: averaging the density over a sphere of radius 2 Å lowers the factor to about 9. The value 16 is therefore an order of magnitude. Screening by other carriers is also left out of this estimate.

### What a measured slope would contain

Suppose that the attraction and the lattice factor simply multiply. At 300 K the capture coefficient, the rate per unit density of free carriers, then has the slope $45.6-12.9=33$ meV. A capture cross-section is this coefficient divided by the thermal speed, which grows as $\sqrt T$. That removes another $k_BT/2$ and leaves about 20 meV. Both slopes treat the hole as being at rest in the energy balance. Its kinetic energy in fact adds to $\Delta E$, which on this side of $\Delta E=E_R$ makes capture less likely. Including it in the thermal average lowers the rate by about a quarter and the two slopes to about 29 and 16 meV. Spreading the mode frequencies around 40 meV with a standard deviation of 8 meV, at fixed $E_R$, lowers each slope a little more: by about 1 meV if the relaxation energy is distributed over the modes in this way, and by about 3.5 meV if the Huang–Rhys factor is. The crossing of the original curves is still at 125 meV. Within this model, an Arrhenius slope of the cross-section near room temperature cannot be inserted for $E_b$ in the parabola formula.

### Comparison with a real compensating acceptor

The parameters are rough values in the regime of carbon on the nitrogen site in gallium nitride grown by metal-organic chemical vapour deposition. Carbon is an impurity, but it compensates donors as native acceptors do, and the same diagram applies to vacancies and antisites. A level near 1 eV, a relaxation energy of some tenths of an eV and a quantum of a few tens of meV are typical of that case. The computed barrier is a property of the round parameters. It is neither a measured value nor an estimate for carbon. Nearby parameters show this: $\Delta E=1.06$ eV, $\Delta Q=1.69$ amu$^{1/2}$ Å and quanta of 37.5 meV before and 33.6 meV after capture put the crossing at 0.49 eV, about four times the example. The equal-frequency formula gives 0.18 or 0.30 eV for them, depending on which curve supplies $E_R$. The barrier is sensitive to the assumption of equal frequencies: at fixed $\Delta E$ and $\Delta Q$, a 10% change of the final frequency moves the barrier to 0.05 or 0.33 eV. An error of 0.1 eV in the level moves it to 0.08 or 0.18 eV. At growth temperature the band edges shift as well, so the 1300 K values illustrate the formula at fixed parameters. Anharmonic curves and a coupling that varies with $Q$ are outside these estimates.

For such a defect, a useful calculation therefore begins with both full energy curves. If they are parabolas of equal curvature, $E_b$ gives the crossing energy from two numbers. The condition is strict: in the example, a 2% change of the final frequency already moves the barrier to 0.10 or 0.15 eV. Whether $E_b$ also gives the temperature dependence depends on $\hbar\omega/k_BT$, on the height of the barrier and on the side of $\Delta E=E_R$ on which the level lies. With $E_R=0.5$ eV and a 40 meV quantum at 300 K, levels at 0 and 1.0 eV share the barrier 0.125 eV, but their apparent barriers are 0.105 and 0.059 eV. With a 10 meV quantum at 300 K and $E_R=0.5$ eV, the quantum rate is 1.1 times the classical one for a level at 1.0 eV, but 16 times for a level at 2.0 eV. The apparent barriers are then 0.117 eV for a crossing at 0.125 eV, and 0.93 eV for a crossing at 1.125 eV. Where $\hbar\omega$ is similar to $k_BT$, or the barrier is many times $k_BT$, the overlap sum should be evaluated.
